# Berendsen scaling, energy fluctuations and the permittivity of a polar crystal

**Q:** I am computing the permittivity of a polar hafnia-like crystal from its polarization fluctuations at 300 K. I use Berendsen velocity scaling, and the mean temperature comes out right. The fluctuation formula needs a temperature and a variance, and I have both. What else could matter?

**A:** Which distribution the variance was taken from. Let us derive the formula and see where that enters.

Take $N$ cells of fixed volume $v$, each with one classical polar coordinate $x_i$, and let $X=\sum_i x_i$. The polarization is $P=P_0(1+X/N)$. A macroscopic field $\mathcal E$ adds $-FX$ to the energy, with $F=P_0v\mathcal E$, apart from a constant. In the canonical ensemble

$$\langle X\rangle=\frac{\int X\,e^{-(E-FX)/kT}\,d\Gamma}{\int e^{-(E-FX)/kT}\,d\Gamma},$$

where $E$ is the energy without field and $d\Gamma$ the phase-space element. Differentiating the numerator brings down $X/kT$; differentiating the denominator subtracts $\langle X\rangle^2/kT$. Hence

$$\frac{d\langle X\rangle}{dF}=\frac{\langle X^2\rangle-\langle X\rangle^2}{kT}=\frac{\mathrm{var}(X)}{kT}.$$

With $dP=P_0\,dX/N$ and $dF=P_0v\,d\mathcal E$, the susceptibility at zero field is

$$\chi_T=\frac{1}{\varepsilon_0}\frac{dP}{d\mathcal E}=\frac{P_0^2v}{N\varepsilon_0kT}\,\mathrm{var}(X).$$

The factor $1/kT$ came from differentiating the canonical weight. If the trajectory samples another weight, this derivation no longer says what its variance means.

**Q:** But does Berendsen scaling sample another weight? It holds the temperature where I want it.

**A:** It does hold the mean. The equation of motion for each velocity is

$$\dot v_i=\frac{f_i}{m}+\frac{1}{2\tau}\left(\frac{K_0}{K}-1\right)v_i,\qquad K_0=\frac{NkT}{2},$$

where $f_i$ is the force, $K$ the kinetic energy and $\tau$ the coupling time. The forces conserve $E=K+U$, so the scaling term alone changes it:

$$\frac{dE}{dt}=\sum_i mv_i\,\frac{1}{2\tau}\left(\frac{K_0}{K}-1\right)v_i=\frac{2K}{2\tau}\left(\frac{K_0}{K}-1\right)=\frac{K_0-K}{\tau}.$$

In a stationary state the average of $dE/dt$ vanishes, so $\langle K\rangle=K_0$ for any finite $\tau$. That is the correct mean temperature you saw.

The same argument applies to any smooth function $G(E)$. With $g=dG/dE$, the average of $dG/dt=g(E)(K_0-K)/\tau$ must vanish too:

$$\langle g(E)\,(K_0-K)\rangle=0.\tag{1}$$

Choose $g=E$. Then $\langle EK\rangle=K_0\langle E\rangle=\langle K\rangle\langle E\rangle$, which means $\mathrm{cov}(E,K)=0$.

In the canonical ensemble $U$ and $K$ are independent, so $\mathrm{cov}(E,K)=\mathrm{var}(K)$. Each of the $N$ quadratic terms in $K$ has variance $(kT)^2/2$, which gives $\mathrm{cov}(E,K)=N(kT)^2/2$. Zero is not that value, so the Berendsen distribution is not canonical at any finite $\tau$.

**Q:** Then I see the culprit. The scaling suppresses the fluctuations of $K$, and the tighter I couple, the worse my permittivity becomes. I should use a long $\tau$.

**A:** The polarization depends on positions, not velocities, so a wrong spread of $K$ does not by itself make $\mathrm{var}(X)$ wrong. Take the two limits separately.

Start with long $\tau$. Assume the dynamics explores a surface of constant energy well before the thermostat changes $E$ appreciably, and that the run is much longer than $\tau$. At given $E$, the mean of $K$ is then its microcanonical mean $\bar K(E)$. Because $g$ in (1) is arbitrary, the average of $K_0-K$ must vanish at every energy that is visited:

$$\bar K(E)=K_0 .$$

For large $N$ the slope is $d\bar K/dE=(Nk/2)/C$, where $C$ is the heat capacity at fixed field. It is positive, so one energy alone satisfies the condition. Weak coupling therefore pins the total energy, and the ensemble becomes microcanonical.

**Q:** Ensembles are supposed to agree for large systems. Why should pinning $E$ change a response?

**A:** They agree on averages per cell. Variances are another matter, because $\mathrm{var}(X)$ and the effect of the energy spread on it are both proportional to $N$.

Split the canonical variance according to energy:

$$\mathrm{var}(X)=\langle\mathrm{var}(X|E)\rangle+\mathrm{var}\big(\bar X(E)\big),\tag{2}$$

where $\bar X(E)$ is the mean of $X$ at energy $E$. The first term is the spread within energy surfaces. The second exists because the canonical system visits different energies, and $\bar X$ differs between them.

For large $N$, $\bar X(E)$ is nearly linear over the width of the energy distribution. Its second derivative is of order $1/N$ and the squared energy deviation of order $N$, so the curvature shifts $X$ by order one, against a natural spread of order $\sqrt N$. With slope $b=d\bar X/dE$,

$$\mathrm{cov}(X,E)=b\,\mathrm{var}(E),\qquad \mathrm{var}(\bar X)=b^2\,\mathrm{var}(E)=\frac{\mathrm{cov}(X,E)^2}{\mathrm{var}(E)}.$$

Both quantities on the right are thermal derivatives. Since $\partial(-E/kT)/\partial T=E/kT^2$, differentiating a canonical average gives

$$\frac{d\langle X\rangle}{dT}=\frac{\mathrm{cov}(X,E)}{kT^2},\qquad C=\frac{d\langle E\rangle}{dT}=\frac{\mathrm{var}(E)}{kT^2}.$$

Substituting,

$$\mathrm{var}(\bar X)=\frac{k^2T^4\,(d\langle X\rangle/dT)^2}{kT^2C}=\frac{kT^2}{C}\left(\frac{d\langle X\rangle}{dT}\right)^2.$$

This is what disappears when $E$ is pinned. Multiply it by the prefactor of $\chi_T$, and insert the pyroelectric coefficient $p=dP/dT=(P_0/N)\,d\langle X\rangle/dT$ and the heat capacity per volume $c=C/(Nv)$:

$$\frac{P_0^2v}{N\varepsilon_0kT}\,\frac{kT^2}{C}\,\frac{N^2p^2}{P_0^2}=\frac{NvTp^2}{\varepsilon_0C}=\frac{Tp^2}{\varepsilon_0c}.$$

The weakly coupled run therefore returns, to leading order in $1/N$,

$$\chi_{\rm weak}=\chi_T-\frac{Tp^2}{\varepsilon_0c}.\tag{3}$$

**Q:** Is that just a wrong number, or does it answer some other physical question?

**A:** It is the adiabatic susceptibility. Let $s$ be the entropy per volume. The free energy per volume obeys $dg=-s\,dT-P\,d\mathcal E$, and equality of its mixed derivatives gives $(\partial s/\partial\mathcal E)_T=(\partial P/\partial T)_{\mathcal E}=p$. At constant entropy

$$0=ds=\frac cT\,dT+p\,d\mathcal E\quad\Rightarrow\quad\frac{dT}{d\mathcal E}=-\frac{Tp}{c}.$$

The polarization then changes directly with the field and also through the temperature:

$$\frac{1}{\varepsilon_0}\left(\frac{dP}{d\mathcal E}\right)_s=\chi_T+\frac{p}{\varepsilon_0}\left(-\frac{Tp}{c}\right)=\chi_T-\frac{Tp^2}{\varepsilon_0c}=\chi_S .$$

So the run answers the question for a crystal that exchanges no heat while the field changes. The error lies in labelling the answer isothermal.

**Q:** And tight coupling? There $K$ hardly fluctuates at all.

**A:** Follow the limit. The kinetic energy obeys $dK/dt=\sum_if_iv_i+(K_0-K)/\tau$. For small $\tau$ it settles at $K-K_0\approx\tau\sum_if_iv_i$. The coefficient multiplying $v_i$ in the scaling term becomes

$$\frac{1}{2\tau}\,\frac{K_0-K}{K}\to-\frac{\sum_jf_jv_j}{2K_0}\equiv-\alpha .$$

This stays finite as $\tau\to0$ and keeps $K$ constant. In terms of momenta $p_i=mv_i$, we have $\dot p_i=f_i-\alpha p_i$ with $\alpha=\sum_jf_jp_j/\sum_jp_j^2$. Now find the stationary weight. Since $\alpha$ is homogeneous of degree $-1$ in the momenta, $\sum_ip_i\,\partial\alpha/\partial p_i=-\alpha$, and the divergence of the flow is

$$\sum_i\frac{\partial\dot p_i}{\partial p_i}=-N\alpha-\sum_ip_i\frac{\partial\alpha}{\partial p_i}=-(N-1)\alpha .$$

A stationary density $\rho$ must grow along the flow at the rate at which phase volume shrinks, so $d\ln\rho/dt=(N-1)\alpha$. The potential energy changes as $dU/dt=-\sum_if_iv_i=-2K_0\alpha$. Eliminating $\alpha$,

$$\frac{d\ln\rho}{dt}=-\frac{N-1}{2K_0}\frac{dU}{dt}\quad\Rightarrow\quad\rho\propto e^{-(N-1)U/2K_0}\quad\text{on }K=K_0 .$$

With $2K_0=NkT$, this is the canonical weight of the positions at temperature $TN/(N-1)$. If the dynamics is ergodic, $\mathrm{var}(X)$ is right up to order $1/N$, although the fluctuation of $K$ has been removed.

**Q:** So the limit I thought worst is harmless, and the one I chose is the one that fails. I would like to see numbers.

**A:** Take a model with round parameters. Each cell has the energy

$$u(x)=\tfrac12Ax^2+Bx^3+Cx^4,\qquad A=0.8,\ B=0.5,\ C=0.3\ \text{eV}$$

(this $C$ is a well parameter, not the heat capacity). The force vanishes at $x=0$ or where $A+3Bx+4Cx^2=0$. The latter has no real root, because $9B^2=2.25$ is below $16AC=3.84$ eV². There is one minimum and no switching. The cubic term makes the well softer on the side of smaller polarization, so heating lowers $P$. The mean effect of the neighbours is taken to be contained in the well; otherwise the cells are independent.

With $v=0.134$ nm³, $P_0=40$ µC/cm² and $kT=0.02585$ eV, integration over the well gives $\langle x\rangle=-0.0644$ and a variance per cell of 0.0406. Then $P=40\,(1-0.0644)=37.4$ µC/cm² and $\chi_T=23.72$. The pyroelectric coefficient is $p=-79.8$ µC/(m² K). The heat capacity is $1.030\,k$ per cell, or $c=0.1061$ MJ/(m³ K). The correction in (3) is

$$\frac{Tp^2}{\varepsilon_0c}=\frac{300\times(79.8\times10^{-6})^2}{8.854\times10^{-12}\times1.061\times10^{5}}=2.03 .$$

Thus $\chi_S=23.72-2.03=21.69$, a lost fraction $f=8.57\%$ of $\chi_T$. A separate calculation, in which a small field was applied and the temperature adjusted to keep the entropy constant, also gave 8.57%. With an assumed electronic part of 5, the relative permittivity is 28.7 isothermally and 26.7 adiabatically.

**Q:** Those are averages over the well. What does a thermostatted trajectory do?

**A:** I compared runs of 200 such coordinates in 60 replicas, with a mode period of 0.2 ps, a time step of 5 fs and 50 ps of sampling. All of these were held fixed while the thermostat changed. In the Berendsen runs, collisions every 35 fs permuted the velocities among cells and flipped their signs at random. This leaves $K$ and $U$ unchanged and provides the mixing that the argument assumes. The canonical run redrew the velocities from the Maxwell distribution instead.

| Thermostat | $T$ (K) | $\chi$ | var $K$ | var $E$ |
|---|---|---|---|---|
| canonical | 299.8 | 23.65 ± 0.17 | 1.00 | 1.00 |
| $\tau=5$ fs | 300.0 | 23.93 ± 0.18 | 0.04 | 0.47 |
| $\tau=50$ fs | 300.0 | 22.80 ± 0.17 | 0.33 | 0.18 |
| $\tau=2$ ps | 300.2 | 21.66 ± 0.15 | 0.51 | 0.01 |

The last two columns are relative to the canonical values, and the uncertainties are standard errors. The temperature column cannot tell the runs apart. The $K$ column even misleads: the run with the most strongly suppressed kinetic fluctuations agrees with $\chi_T$, while the run that keeps half of them gives $\chi_S$. The covariance of $E$ and $K$, relative to its canonical value, was 0.997 in the canonical run and at most 0.003 in magnitude in the three Berendsen runs. Here $E$ is taken midway through each velocity scaling. With that choice, the zero covariance derived from (1) also holds for finite time steps if $E$ is conserved between scalings, since each scaling changes $E^2$ by twice the midway energy times the energy added. The integrator conserves $E$ only approximately, which can leave a small covariance.

**Q:** At 5 fs the energy variance is only 0.47 of the canonical one. Why is the susceptibility not reduced there as well?

**A:** In the isokinetic limit, what is missing from $\mathrm{var}(E)$ is the kinetic part, which carries no information about $X$. The heat capacity $1.030\,k$ contains $0.5\,k$ from kinetic energy, so freezing $K$ leaves $0.530/1.030=0.515$ of the variance. The run gives slightly less, because 5 fs is not yet the limit $\tau\to0$. With 100 coordinates and the time step cut to 1.25 fs, the ratio is 0.45 at $\tau=5$ fs and 0.51 at $\tau=1.25$ fs. Any corresponding loss in $\chi$ is not resolved within the statistical error; the shift to $TN/(N-1)$ raises $\chi$ by about 0.5% and the 5 fs step, for a harmonic mode, by about 0.6%, which can hide it. For 50 fs I have derived no formula. The value lies between the two limits at this collision rate, but not at every rate: with 100 coordinates, collisions every 0.5 ps give $\chi\approx13$ and no collisions give $\chi\approx8$, far below $\chi_S$. When the thermostat acts faster than the modes mix, the error is not bounded by (3).

**Q:** Does weak coupling spoil every permittivity, then?

**A:** No. Equation (3) contains $p^2$. If symmetry makes $\langle X\rangle$ vanish at all temperatures, then $p=0$ and the leading correction is absent. With $B=0$ and $\tau=2$ ps, the trajectory gave $16.98\pm0.10$, against a canonical 16.84.

The correction also contains $1/c$. Modes that carry no dipole still store heat, and so they reduce the temperature change that accompanies a change of polarization. With three nonpolar harmonic modes added per polar mode, the heat capacity rises from $1.030\,k$ to $4.030\,k$, and

$$f=8.57\%\times\frac{1.030}{4.030}=2.19\% .$$

The predicted $\chi$ is 23.20, and the run at $\tau=2$ ps gave $23.32\pm0.17$. That is clearly different from 21.69, but only a little more than two standard errors from 23.72.

**Q:** My simulation has all the atoms. Where does that put me?

**A:** A cell of 12 atoms has 36 modes. If one is our polar mode and the other 35 are classical, harmonic and nonpolar, the heat capacity is $36.03\,k$, or 3.71 MJ/(m³ K), and

$$f=8.57\%\times\frac{1.030}{36.03}=0.245\% .$$

The loss is 0.058 in $\chi$, below the sampling error of the runs above. The larger error belongs to reduced models that keep the polar coordinate and discard the other modes, because they discard the heat capacity too.

**Q:** Could cooperation between cells bring the error back?

**A:** It can raise it. In a mean-field description, each cell feels $F_{\rm eff}=F+J(\langle x\rangle-x_0)$, where the constant $x_0$ is the mean at zero field and the starting temperature. Let $a=d\langle x\rangle/dF_{\rm eff}$ at constant temperature. The isothermal response to $F$ is $a/(1-Ja)$, enhanced by $s_J=1/(1-Ja)$. The entropy of a cell depends only on $F_{\rm eff}$ and $T$, so at constant entropy $a$ is replaced by $(1-f)a$. Using $Ja=(s_J-1)/s_J$, the ratio of adiabatic to isothermal response is

$$\frac{(1-f)(1-Ja)}{1-(1-f)Ja}=\frac{1-f}{s_J-(1-f)(s_J-1)}=\frac{1-f}{1-f+s_Jf},$$

so the lost fraction becomes

$$f_J=\frac{s_Jf}{1-f+s_Jf}.$$

For the one-mode model and $s_J=2$, this raises 8.57% to 15.8%. At given $f$ it grows with the enhancement, so a strongly cooperative crystal deserves more care. Close to a transition, mean field itself may fail.

**Q:** How near is any of this to a real hafnia capacitor?

**A:** The permittivity near 29 is in the rough range of ferroelectric hafnia films, about 30. The polarization is of the right order, tens of µC/cm², and I would treat the pyroelectric coefficient as an order of magnitude. The one-mode heat capacity is far from typical: it is 35 times below the 36-mode value. Even that value is a classical one; at 300 K the stiffest vibrations are not fully excited, which lowers the $c$ of the real crystal. At given $p$ and $\chi_T$, this raises the relative difference between its isothermal and adiabatic susceptibilities in proportion to $1/c$. A classical run keeps the classical $c$, so its thermostat error is not raised. For the polar mode $\hbar\omega/kT=0.80$, and the quantum variance of a harmonic mode exceeds the classical one by 5.3%. The static response of a harmonic mode, set by the force constant, is the same in both cases, so a classical run with the classical formula gives it correctly, and for the anharmonic well used here nearly so (quantum $\chi=23.68$ against 23.72, with $p=-75$ instead of $-80$ µC/(m² K)); the 5.3% would enter only if a quantum variance were put into that formula. Devices also work at finite field: at 1 MV/cm the model's average slope from zero field is 22.0 along the polarization and 25.7 against it, 7% below and 8% above $\chi_T$ (the small-signal slopes at those fields are 20.4 and 27.8, and a reverse field of this size is of the order of the coercive field of real films, which a single well cannot describe). For the full cell, this dependence on field exceeds the thermostat error. Real films also strain, contain defects and switch domains, none of which the model can size.

**Q:** What should I do with the weakly coupled runs I already have?

**A:** If you want $\chi_S$, keep them, provided $\tau$ was long compared with the time in which the modes share energy. If you want $\chi_T$, you can restore the missing term, since $p$ and $c$ follow from mean values at neighbouring temperatures, and weak coupling gives those correctly for large $N$. In the one-mode example, $21.66+2.03=23.69$, against 23.72. For new runs, use a thermostat whose stationary distribution is canonical, such as Langevin dynamics. Compare $\mathrm{var}(E)$ with $kT^2C$, taking $C$ from the slope of $\langle E\rangle$ with temperature. Agreement is necessary for canonical sampling, though not sufficient.

All of this presumes that the modes share energy. In a nearly harmonic crystal they may do so too slowly, and then the polar mode can have a temperature of its own while the total kinetic energy looks right. Check that mode's kinetic energy separately. The numerical output below gives the values used here.

## Table of computed values

```
temperature 300 K, kT = 0.02585 eV
well A, B, C = 0.8, 0.5, 0.3 eV
polarization scale P0 = 40 uC/cm2
cell volume = 0.134 nm3, mode period = 0.2 ps
MD: 200 modes, 60 replicas, step 5 fs
MD: burn-in 15 ps, sampling 50 ps
-- quadrature, one polar mode per cell --
mean x = -0.06438, var x = 0.04058
polarization P = 37.42 uC/cm2
pyroelectric p = -79.8 uC/(m2 K)
heat capacity per cell = 1.0302 k
heat capacity c = 0.1061 MJ/(m3 K)
isothermal chi_T = 23.72
adiabatic chi_S = 21.69
lost fraction f = 8.57 %
f from constant-entropy slope = 8.57 %
permittivity with electronic part 5: isothermal 28.72, adiabatic 26.69
-- MD; var K, cov(E,K), var E relative to canonical --
canonical: T = 299.81 K, chi = 23.65 +- 0.17
   var K 1.000, cov(E,K) 0.997, var E 1.000
Berendsen 5 fs: T = 300.00 K, chi = 23.93 +- 0.18
   var K 0.041, cov(E,K) -0.000, var E 0.472
Berendsen 50 fs: T = 300.01 K, chi = 22.80 +- 0.17
   var K 0.333, cov(E,K) -0.002, var E 0.177
Berendsen 2 ps: T = 300.15 K, chi = 21.66 +- 0.15
   var K 0.505, cov(E,K) -0.003, var E 0.006
-- weak coupling (2 ps), further tests --
symmetric well (B = 0): chi MD = 16.98 +- 0.10, canonical = 16.84
3 nonpolar modes per polar mode: chi MD = 23.32 +- 0.17, predicted = 23.20
   predicted lost fraction = 2.19 %
-- full cell and neglected effects --
full cell, 36 modes: c = 3.71 MJ/(m3 K)
full cell: f = 0.245 %, chi loss = 0.058
cooperative doubling of chi_T, one mode: f = 15.78 %
hbar omega / kT = 0.800
quantum / classical variance (harmonic) = 1.0528
field energy P0 V E at 1 MV/cm = 0.0335 eV
secant chi at +1 MV/cm = 22.00, at -1 MV/cm = 25.68
```
